# Hagen-Rubens estimate of copper's thermal emissivity and where it fails: verification in Python

```python
"""
Total normal emissivity of a metal from the Hagen-Rubens law.
Result under test:
  eps_HR = sqrt(8 eps0 rho kB T/hbar) * (15/pi^4) Gamma(9/2) zeta(9/2),
near 0.013 for rho = 1.7e-8 ohm m and T = 300 K.
The law requires omega*tau << 1. The program also tests whether copper
meets that condition, using Drude theory and a surface-scattering estimate.
Symbols: rho dc resistivity, T temperature, omega angular frequency,
x = hbar omega/(kB T), tau relaxation time, omega_p plasma frequency,
v_fermi Fermi speed, delta = c/omega_p collisionless field depth.
Time factor exp(-i omega t); SI units throughout.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import minimize_scalar
from scipy.special import gamma, zeta

eps0, hbar, kB = const.epsilon_0, const.hbar, const.k
c, e, me = const.c, const.e, const.m_e

rho = 1.7e-8          # ohm m
T = 300.0             # K
density = 8.5e28      # m^-3, rough value for copper
omega_T = kB * T / hbar


def planck_integral(f, lower=0.0, upper=60.0):
    """Integral of f(x) x^3/(exp(x)-1), split for accuracy."""
    cuts = [lower] + [p for p in (1.0, 10.0) if lower < p < upper] + [upper]
    return sum(quad(lambda x: f(x) * x**3 / np.expm1(x), a, b,
                    epsabs=1e-12, epsrel=1e-9, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


planck_norm = planck_integral(lambda x: 1.0)


def planck_mean(f):
    return planck_integral(f) / planck_norm


def fresnel_emissivity(omega, tau, resistivity=rho):
    """One minus the normal reflectivity; tau = 0 is constant conductivity."""
    sigma = 1.0 / (resistivity * (1.0 - 1j * omega * tau))
    index = np.sqrt(1.0 + 1j * sigma / (eps0 * omega))
    return 1.0 - abs((index - 1.0) / (index + 1.0))**2


def hagen_rubens(omega):
    return np.sqrt(8.0 * eps0 * rho * omega)


def drude_factor(y):
    return np.sqrt(np.sqrt(1.0 + y * y) - y)


# Planck moments: quadrature against Gamma and zeta functions
mean_half = 15 / np.pi**4 * gamma(4.5) * zeta(4.5)
mean_one = 15 / np.pi**4 * gamma(5.0) * zeta(5.0)
assert abs(planck_norm / (np.pi**4 / 15) - 1) < 1e-8
assert abs(planck_mean(np.sqrt) / mean_half - 1) < 1e-7
assert abs(planck_mean(lambda x: x) / mean_one - 1) < 1e-7

# Hagen-Rubens average against the averaged full Fresnel emissivity
prefactor = hagen_rubens(omega_T)
eps_hr = prefactor * mean_half
second_order = -0.5 * prefactor**2 * mean_one
eps_constant = planck_mean(lambda x: fresnel_emissivity(x * omega_T, 0.0))
assert abs(eps_constant / eps_hr - 1) < 0.01
assert abs(eps_constant / (eps_hr + second_order) - 1) < 2e-4
assert abs(eps_hr - 0.013) < 0.0005
coefficient = eps_hr / np.sqrt(rho * T)

# Relaxation time and the frequency range of thermal emission
tau = me / (density * e**2 * rho)
omega_p = np.sqrt(density * e**2 / (eps0 * me))
peak = minimize_scalar(lambda x: -x**3 / np.expm1(x),
                       bounds=(1, 6), method="bounded",
                       options={"xatol": 1e-9})
x_peak = peak.x
omega_peak = x_peak * omega_T
y_peak = omega_peak * tau
x_limit = 1.0 / (omega_T * tau)
fraction_low = planck_integral(lambda x: 1.0, 0.0, x_limit) / planck_norm
assert y_peak > 1 and fraction_low < 0.1

# Drude reduction factor and both of its limits, against full Fresnel
for y in (0.01, 0.1, 1.0, 3.0, 10.0):
    w = y / tau
    approximate = hagen_rubens(w) * drude_factor(y)
    assert abs(fresnel_emissivity(w, tau) / approximate - 1) < 0.01
assert abs(drude_factor(0.01) - (1 - 0.01 / 2)) < 2e-5
plateau = 2.0 / (omega_p * tau)
assert abs(fresnel_emissivity(30 / tau, tau) / plateau - 1) < 0.01

eps_drude = planck_mean(lambda x: fresnel_emissivity(x * omega_T, tau))
assert eps_drude < 0.5 * eps_hr
# Control: same resistivity but much faster relaxation restores the law
eps_short = planck_mean(lambda x: fresnel_emissivity(x * omega_T, tau / 100))
assert abs(eps_short / eps_hr - 1) < 0.035
# Heavier carriers at the same density and resistivity
mass_ratio = 1.5
eps_heavy = planck_mean(
    lambda x: fresnel_emissivity(x * omega_T, mass_ratio * tau))

# Diffuse surface scattering in the collisionless skin layer
v_fermi = hbar * (3 * np.pi**2 * density)**(1 / 3) / me
delta = c / omega_p


def surface_emissivity(omega):
    b2 = (v_fermi / (omega * delta))**2
    if b2 < 1e-4:
        shape = 1 - b2 / 3 + b2**2 / 6
    else:
        shape = 2 * ((1 + b2) * np.log1p(b2) / b2**2 - 1 / b2)
    return 0.75 * v_fermi / c * shape


def surface_from_kicks(omega):
    """Integrate the field along electron paths, then over the Fermi sphere."""
    nodes, weights = np.polynomial.legendre.leggauss(12)
    u = 0.5 * (nodes + 1)              # normal speed / Fermi speed
    total = 0.0
    for speed, weight in zip(u, 0.5 * weights):
        decay = speed * v_fermi / (omega * delta)
        end = 35.0 / decay
        phase = np.linspace(0, end, 2 * int(end / 0.08) + 1)
        field = np.exp(-decay * phase)
        kick_cos = simpson(field * np.cos(phase), x=phase)
        kick_sin = simpson(field * np.sin(phase), x=phase)
        population = 0.75 * (1 - speed**2)
        total += weight * population * speed * (kick_cos**2 + kick_sin**2)
    # Surface magnetic field is twice the incident magnetic field
    magnetic = 1.0
    electric = 2 * omega * const.mu_0 * delta * magnetic
    power = 0.5 * density * e**2 / me * electric**2 * v_fermi * total / omega**2
    incident = 0.5 * const.mu_0 * c * magnetic**2
    return power / incident


for w in (omega_peak, 5 * omega_peak):
    assert abs(surface_from_kicks(w) / surface_emissivity(w) - 1) < 1e-4
fast_limit = surface_emissivity(1000 * omega_peak)
assert abs(fast_limit / (0.75 * v_fermi / c) - 1) < 1e-5
eps_surface = planck_mean(lambda x: surface_emissivity(x * omega_T))

print(f"Resistivity: {rho:.2e} ohm m")
print(f"Temperature: {T:.1f} K")
print(f"Thermal frequency kB T/hbar: {omega_T:.4e} rad/s")
print(f"Planck integral of x^3/(e^x-1): {planck_norm:.5f} (no unit)")
print(f"Gamma(9/2): {gamma(4.5):.5f} (no unit)")
print(f"zeta(9/2): {zeta(4.5):.5f} (no unit)")
print(f"Planck mean of sqrt(x): {mean_half:.5f} (no unit)")
print(f"Planck mean of x: {mean_one:.5f} (no unit)")
print(f"Hagen-Rubens emissivity at x=1: {prefactor:.6f} (no unit)")
print(f"Total Hagen-Rubens emissivity: {eps_hr:.5f} (no unit)")
print(f"Second-order correction: {second_order:.3e} (no unit)")
print(f"Full constant-conductivity result: {eps_constant:.5f} (no unit)")
print(f"Coefficient C: {coefficient:.4f} (ohm m K)^(-1/2)")
print(f"Rough carrier density: {density:.2e} m^-3")
print(f"Relaxation time: {tau * 1e15:.2f} fs")
print(f"Plasma frequency: {omega_p:.3e} rad/s")
print(f"Planck peak x (per frequency): {x_peak:.4f} (no unit)")
print(f"Peak angular frequency: {omega_peak:.3e} rad/s")
print(f"Wavelength at that frequency: {2*np.pi*c/omega_peak*1e6:.2f} um")
print(f"omega tau at peak: {y_peak:.3f} (no unit)")
print(f"x where omega tau = 1: {x_limit:.3f} (no unit)")
print(f"Blackbody share with omega tau < 1: {100*fraction_low:.2f} percent")
print(f"Drude factor F at peak: {drude_factor(y_peak):.4f} (no unit)")
print(f"Hagen-Rubens at peak: {hagen_rubens(omega_peak):.5f} (no unit)")
print(f"Drude-Fresnel at peak: {fresnel_emissivity(omega_peak,tau):.5f} (no unit)")
print(f"Drude plateau 2/(omega_p tau): {plateau:.5f} (no unit)")
print(f"Total Drude emissivity: {eps_drude:.5f} (no unit)")
print(f"Ratio Hagen-Rubens/Drude: {eps_hr/eps_drude:.3f} (no unit)")
print(f"Control, tau/100, total emissivity: {eps_short:.5f} (no unit)")
print(f"Control / Hagen-Rubens: {eps_short/eps_hr:.4f} (no unit)")
print(f"Heavier carrier mass: {mass_ratio:.1f} electron masses")
print(f"Total Drude emissivity, heavier mass: {eps_heavy:.5f} (no unit)")
print(f"Fermi speed: {v_fermi:.3e} m/s")
print(f"Mean free path: {v_fermi*tau*1e9:.2f} nm")
print(f"Field depth c/omega_p: {delta*1e9:.2f} nm")
print(f"b = vF/(omega delta) at peak: {v_fermi/(omega_peak*delta):.3f} (no unit)")
print(f"Surface limit 3 vF/(4c): {0.75*v_fermi/c:.5f} (no unit)")
print(f"Surface term at peak: {surface_emissivity(omega_peak):.5f} (no unit)")
print(f"Planck-averaged surface term: {eps_surface:.5f} (no unit)")
print(f"Rough Drude + surface sum: {eps_drude+eps_surface:.5f} (no unit)")
print("PASS")
```

Printed output:

```
Resistivity: 1.70e-08 ohm m
Temperature: 300.0 K
Thermal frequency kB T/hbar: 3.9276e+13 rad/s
Planck integral of x^3/(e^x-1): 6.49394 (no unit)
Gamma(9/2): 11.63173 (no unit)
zeta(9/2): 1.05471 (no unit)
Planck mean of sqrt(x): 1.88916 (no unit)
Planck mean of x: 3.83223 (no unit)
Hagen-Rubens emissivity at x=1: 0.006877 (no unit)
Total Hagen-Rubens emissivity: 0.01299 (no unit)
Second-order correction: -9.062e-05 (no unit)
Full constant-conductivity result: 0.01290 (no unit)
Coefficient C: 5.7530 (ohm m K)^(-1/2)
Rough carrier density: 8.50e+28 m^-3
Relaxation time: 24.56 fs
Plasma frequency: 1.645e+16 rad/s
Planck peak x (per frequency): 2.8214 (no unit)
Peak angular frequency: 1.108e+14 rad/s
Wavelength at that frequency: 17.00 um
omega tau at peak: 2.721 (no unit)
x where omega tau = 1: 1.037 (no unit)
Blackbody share with omega tau < 1: 3.80 percent
Drude factor F at peak: 0.4218 (no unit)
Hagen-Rubens at peak: 0.01155 (no unit)
Drude-Fresnel at peak: 0.00486 (no unit)
Drude plateau 2/(omega_p tau): 0.00495 (no unit)
Total Drude emissivity: 0.00483 (no unit)
Ratio Hagen-Rubens/Drude: 2.688 (no unit)
Control, tau/100, total emissivity: 0.01264 (no unit)
Control / Hagen-Rubens: 0.9726 (no unit)
Heavier carrier mass: 1.5 electron masses
Total Drude emissivity, heavier mass: 0.00399 (no unit)
Fermi speed: 1.575e+06 m/s
Mean free path: 38.67 nm
Field depth c/omega_p: 18.23 nm
b = vF/(omega delta) at peak: 0.780 (no unit)
Surface limit 3 vF/(4c): 0.00394 (no unit)
Surface term at peak: 0.00332 (no unit)
Planck-averaged surface term: 0.00331 (no unit)
Rough Drude + surface sum: 0.00814 (no unit)
PASS
```
